# Slonczewski's Ballistic Spin-Torque Efficiency and the Asymmetry of Switching Currents

## Problem

A current flows through a stack of five metals: normal metal, fixed magnet, spacer, free magnet, normal metal. Let $\mathbf s_1$ and $\mathbf s_2$ be unit vectors along the majority spins of the fixed and free magnets, and $\theta$ the angle between them. The current $I$ is positive when electrons flow from the fixed to the free magnet. The efficiency $g$ is defined by the torque on the free magnet,

$$\boldsymbol\tau=\hbar\,\frac{I}{e}\,g(\theta)\;\mathbf s_2\times(\mathbf s_1\times\mathbf s_2),\qquad |\boldsymbol\tau|=\hbar\,\frac{|I|}{e}\,g\sin\theta .$$

The ballistic model assumes the following.

- Bands are parabolic. The Fermi wavevectors in the magnets are $K_+$ (majority) and $K_-<K_+$ (minority), and the normal metals also have $K_+$.
- Interfaces are smooth on the scale of the wavelength, so an electron is reflected only where it has no propagating state. The magnets are thick enough to block evanescent waves.
- There is no scattering and no spin flip.
- The electrons arriving from each outer metal are unpolarized and belong to a Fermi sphere displaced along the current.

**(a)** With $P=(K_+-K_-)/(K_++K_-)$, show that

$$\frac1{g}=-4+\frac{(1+P)^3}{4P^{3/2}}\,(3+\cos\theta).$$

**(b)** Evaluate $g$ at $\theta=0$ (parallel, P) and $\theta=\pi$ (antiparallel, AP) for $P=0.4$.

**(c)** A perpendicularly magnetized pillar has diameter 40 nm, free-layer thickness 3 nm, magnetization $M_s=600$ kA/m, net anisotropy field $B_k=0.30$ T and damping $\alpha=0.02$. Treat the free layer as one rigid moment. Find the currents that switch it each way, and explain why they differ.

## Hints

1. The in-plane wavevector $k_p$ is conserved. Which electrons can enter a magnet with either spin, and which with majority spin only?
2. For the second group each magnet is a perfect spin filter. Add the successive reflections in the spacer as probabilities, and ask why this is allowed.
3. A magnet absorbs the part of the spin flux perpendicular to its own axis.
4. For (c), write an equation for $u=\cos\theta$ alone. Examine it near $u=\pm1$, and then over the whole path.

## Solution

### (a) The efficiency function

**Polarization.** In a parabolic band the number of states grows as $K^3$ and the energy as $K^2$, so the density of states is proportional to $K^2dK/(K\,dK)=K$. Thus $P$ is the polarization of the density of states at the Fermi level. Solving its definition for the ratio gives $K_-/K_+=(1-P)/(1+P)$.

**Two groups of electrons.** For $k_p<K_-$ both spins propagate in the magnets; call these electrons open. For $K_-<k_p<K_+$ only the majority spin does; call these filtered.

Displacing a Fermi sphere along $z$ changes the occupation by an amount proportional to $\partial E/\partial k_z$ at the Fermi surface, hence to $k_z$. The number of transverse states is proportional to $k_p\,dk_p$, and each carries the same flux per unit energy and occupation. The excess flux therefore has weight $k_pk_z\,dk_p$. Since $k_p^2+k_z^2=K_+^2$, this equals $k_z^2\,dk_z$ in magnitude. Filtered electrons have $k_z$ between 0 and $\sqrt{K_+^2-K_-^2}$, so their share is

$$r=\frac{(K_+^2-K_-^2)^{3/2}}{K_+^3}=\left[1-\frac{(1-P)^2}{(1+P)^2}\right]^{3/2}=\left[\frac{4P}{(1+P)^2}\right]^{3/2}=\frac{8P^{3/2}}{(1+P)^3}.$$

**Transmission of a filtered electron.** Let $C=\cos^2(\theta/2)$. A spin along $\mathbf s_1$ is found along $\mathbf s_2$ with probability $C$ and along $-\mathbf s_2$ with probability $1-C$.

An electron that has passed the fixed magnet has spin along $\mathbf s_1$. The free magnet transmits it with probability $C$ and otherwise reflects it with spin $-\mathbf s_2$. The fixed magnet then reflects it with probability $C$, now with spin $-\mathbf s_1$, or lets it escape backwards. Each later round trip multiplies the flux by $C^2$.

Waves with different numbers of round trips differ by phases $2k_zw$ per trip, where $w$ is the spacer thickness. For thick spacers these phases vary rapidly with $k_z$, the interference terms average out, and probabilities add. The flux of $-\mathbf s_1$ spins arriving at the free magnet is

$$D=(1-C)C\,(1+C^2+C^4+\dots)=\frac{(1-C)C}{1-C^2}=\frac{C}{1+C}.$$

Each of these spins is transmitted with probability $1-C$. With $2C=1+\cos\theta$,

$$T=C+(1-C)D=\frac{C(1+C)+C(1-C)}{1+C}=\frac{2C}{1+C}=\frac{2(1+\cos\theta)}{3+\cos\theta}.$$

**Torque of a filtered electron.** The spin flux arriving at the free magnet is $(\hbar/2)(1-D)\,\mathbf s_1$. The cross term between the $\mathbf s_1$ and $-\mathbf s_1$ parts vanishes in the average, because the second part has made at least one round trip. Transmitted and reflected electrons leave with spins along $\pm\mathbf s_2$ and carry no transverse spin away. The whole transverse part is absorbed:

$$\tau_1=\frac{\hbar}{2}(1-D)\sin\theta=\frac{\hbar}{2}\,\frac{\sin\theta}{1+C}=\frac{\hbar\sin\theta}{3+\cos\theta},$$

directed so as to turn $\mathbf s_2$ towards $\mathbf s_1$.

**Electrons from the right.** An electron entering through the free magnet has spin $\mathbf s_2$. The fixed magnet reflects it as $-\mathbf s_1$ with probability $1-C$, so the flux of $-\mathbf s_1$ spins back at the free magnet is $(1-C)/(1-C^2)=1/(1+C)$. The torque is $-\tau_1$. In equilibrium the two sides cancel, as they must in this phase average. Under bias the right side has a deficit where the left has an excess; a deficit of electrons giving $-\tau_1$ contributes $+\tau_1$. Both sides thus add equally to current and to torque, and their ratio can be found from the left side alone. Reversing the bias reverses the torque with the same $g$.

**The ratio.** Open electrons arrive and leave unpolarized and give no net torque, but both spins carry current. Per unit of incident flux in each spin,

$$\frac{I}{e}\propto 2(1-r)+rT,\qquad |\boldsymbol\tau|\propto \frac{r\,\hbar\sin\theta}{3+\cos\theta}.$$

Divide the torque by $\hbar(I/e)\sin\theta$ and multiply numerator and denominator by $3+\cos\theta$:

$$g=\frac{r}{2(1-r)(3+\cos\theta)+2r(1+\cos\theta)}=\frac{r}{2(3+\cos\theta)-4r}.$$

Hence $1/g=-4+B(3+\cos\theta)$ with $B=2/r=(1+P)^3/(4P^{3/2})$, as required. A direct numerical solution of the spinor matching equations at $P=0.4$ and $\theta=90^\circ$, averaged over phase, gives $g=0.24184$, equal to the formula to the digits shown.

For $P\to0$, $r$ and $g$ vanish. For $P\to1$, $r\to1$ and $g(\pi)$ diverges: the current through opposed perfect filters goes to zero while the torque coefficient per incident electron stays finite.

### (b) Values at $P=0.4$

Here $(1+P)^3=2.7440$ and $P^{3/2}=0.25298$, so $B=2.71165$. Then

$$\frac1{g(0)}=4B-4=6.8466,\qquad \frac1{g(\pi)}=2B-4=1.4233,$$

$$g(0)=0.146,\qquad g(\pi)=0.703 .$$

The torque itself is zero at both ends because of the factor $\sin\theta$. These numbers say how strongly a small tilt away from alignment is driven. A value above $1/2$ is possible because $g$ counts torque per electron of net current, and electrons that are finally sent back also exert torque.

### (c) Switching currents

**Equation of motion.** The magnetization direction $\mathbf m$ is opposite to the electron spin, so $\mathbf m=-\mathbf s_2$; let $\mathbf p=-\mathbf s_1=\hat{\mathbf z}$. The free layer, of volume $V$, has angular momentum $M_sV\mathbf s_2/\gamma$ with $\gamma>0$. Dividing the torque by $M_sV/\gamma$ gives the rate

$$a=\frac{\gamma\hbar I g}{eM_sV}.$$

With the anisotropy field $\mathbf B=B_ku\,\hat{\mathbf z}$, $u=m_z=\cos\theta$, the Landau–Lifshitz–Gilbert equation is

$$\dot{\mathbf m}=\mathbf N+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad \mathbf N=-\gamma\,\mathbf m\times\mathbf B+a(\mathbf p-u\mathbf m).$$

Taking $\mathbf m\times$ of both sides gives $\mathbf m\times\dot{\mathbf m}=\mathbf m\times\mathbf N-\alpha\dot{\mathbf m}$, because $\dot{\mathbf m}\perp\mathbf m$. Inserting this, $(1+\alpha^2)\dot{\mathbf m}=\mathbf N+\alpha\,\mathbf m\times\mathbf N$. Now take $z$ components. Since $\mathbf m\times\hat{\mathbf z}$ has none, $N_z=a(1-u^2)$. Also $(\mathbf m\times\mathbf N)_z=-\gamma[\mathbf m(\mathbf m\cdot\mathbf B)-\mathbf B]_z=\gamma B_ku(1-u^2)$. Therefore

$$(1+\alpha^2)\,\dot u=(1-u^2)\,\big[\alpha\gamma B_k u+a(u)\big].$$

**Onset of instability.** The state $u=1$ is lost when the bracket becomes negative there, and $u=-1$ when it becomes positive. The factor $\gamma$ cancels:

$$I_{\rm P\to AP}=-\frac{I_0}{g(0)},\qquad I_{\rm AP\to P}=+\frac{I_0}{g(\pi)},\qquad I_0=\frac{e}{\hbar}\,\alpha M_sVB_k .$$

The area is 1256.6 nm² and the moment $M_sV=2.262\times10^{-18}$ A m², so

$$I_0=\frac{(1.602\times10^{-19})(0.02)(2.262\times10^{-18})(0.30)}{1.055\times10^{-34}}\ \text{A}=20.6\ \mu\text{A}.$$

The onset magnitudes are $20.62\times6.8466=141\ \mu$A for P→AP and $20.62\times1.4233=29.3\ \mu$A for AP→P, or 11.2 and 2.3 MA/cm². Their ratio is $g(\pi)/g(0)=4.81$.

**Does onset mean reversal?** From here on, $g(u)$ with argument $u$ or $v$ means the value of $g$ at that value of $\cos\theta$. From P, reversal continues if $|I|>I_0\,u/g(u)=I_0\,u\,[B(3+u)-4]$ for all $u$ between 0 and 1. The right side increases with $u$, so $u=1$ is the hardest point. For $u<0$ both terms drive the moment towards AP. Onset is enough.

From AP, put $v=-u$. The condition is $I>I_0\,v\,[3B-4-Bv]$. This parabola peaks at

$$v=\frac{3B-4}{2B}=0.762,\qquad I_{\rm full}=I_0\,\frac{(3B-4)^2}{4B}=32.5\ \mu\text{A},$$

11% above onset. The reason is that $g$ falls as the moment leaves AP, faster at first than the anisotropy term weakens. Between the two currents the moment precesses steadily at a fixed angle. At 1.05 times onset the balance predicts $m_z=-0.936$; integrating the full vector equation from 0.2 rad off the axis gives $-0.937$. The same integration at 1.1 times $I_{\rm full}$ ends in the P state. For complete reversal the asymmetry is thus $141.2/32.5=4.34$.

**Where the asymmetry comes from.** From the expression for $g$,

$$\frac{g(\pi)}{g(0)}=\frac{8-4r}{4-4r}=2\times\frac{2-r}{2-2r}=2\times2.405,\qquad r=0.738 .$$

The factor 2 is the torque coefficient per filtered electron, $1/(3+\cos\theta)$, which is $1/2$ near AP and $1/4$ near P. Consider the electrons from the left. Near P, those bouncing in the spacer return with spin $-\mathbf s_1$ and cancel half of the incoming spin flux ($D\to1/2$). Near AP they escape backwards through the fixed magnet ($D\to0$). The cancellation near P relies on many lossless bounces. At a tilt of 0.1 rad, a loss of 2% per spacer crossing raises the coefficient of the left side from 0.25 to 0.46 and lowers that of the right side from 0.25 to 0.03, but their sum changes by only 2%.

The factor 2.405 is the ratio of the currents in P and AP at the same displacement of the incident Fermi spheres. In P the filtered electrons carry current; in AP they carry none but still exert torque. If the displacement were compared instead of the current, the onset asymmetry would be 2.

### The model beside a real pillar

The dimensions and magnetic parameters are rough typical values for a metallic perpendicular spin valve, and the current densities have a realistic size. The ballistic assumption is the weak one. With rough mean free paths of 40 nm in the spacer and 10 nm in the magnets, a 5 nm spacer and 9 nm of magnet in total, only $e^{-5/40-9/10}=0.36$ of the electrons at normal incidence cross unscattered. Metallic pillars change resistance between P and AP by roughly a few to a few tens of per cent, far less than a factor 2.4 in current would suggest. This does not show that their torque asymmetry is also smaller: in circuit theory for a symmetric stack without spin flip, series resistance in the outer metals lowers the resistance change but raises the asymmetry. The value 4.81 therefore belongs to the ballistic model; a quantitative value for a real pillar needs a theory with scattering.

Other assumptions are easier to size. With $K_+=13$ nm⁻¹, an abrupt interface reflects 16% of normally incident minority electrons, while a tanh-shaped step of width parameter 0.2 nm reflects 0.09%. Reflection grows at oblique incidence: averaged over the incident flux of open electrons, the two figures become 32% and 3.9%. This reflection adds to the spin filtering. With both faces of each magnet included and all reflections added as probabilities, the smooth step raises $g$ at a tilt of 0.1 rad by 6% near P and 9% near AP, but the abrupt step raises it by 40% and 115% (42% and 115% if the interference phase inside each magnet is averaged explicitly). The formula therefore needs smooth interfaces. Replacing the uniform phase average by the propagation phases $k_zw$ of a 5 nm spacer, with the phases gained on reflection left out, changes $g$ by 0.5% at 90° and 2.3% at 170°. These figures give only the size of the effect: the shift oscillates in sign with spacer thickness, with a period $\pi/\sqrt{K_+^2-K_-^2}\approx0.27$ nm, and the reflection phases move it as well. The current's own magnetic field at the pillar edge is 1.4 mT at 141 μA, small beside $B_k$.

Temperature matters more for slow switching. In the equation for $u$, the torque acts like an extra axial field $a/(\alpha\gamma)$. Thermal noise then sees an effective barrier, which for a current $i$ times onset is

$$E_{\rm eff}=M_sVB_k\int_{v^*}^{1}\left[v-i\,\frac{g(\pm v)}{g(\pm1)}\right]dv,$$

with $v^*$ the zero of the bracket, the upper sign for P and the lower for AP. The arguments of $g$ in this formula are values of $\cos\theta$, so $g(+1)$ is the P value and $g(-1)$ the AP value. At $i=0$ it is 82 $k_BT$ at 300 K. This is the barrier for a rigid moment. If the anisotropy is treated as local, reversal through a domain wall across the middle of the disc has a lower barrier when the exchange stiffness is below about 11 pJ/m: at 5 pJ/m it is about 70 $k_BT$. For stiffer exchange the wall does not fit in the disc, and the moment rotates rigidly over the barrier. Switching within about 1 s, with an assumed attempt time of 1 ns, needs $E_{\rm eff}\approx k_BT\ln10^9$. This gives $i=0.45$ from P and 0.74 from AP, and the asymmetry drops to 2.9. The reduction is smaller from AP because $g$ falls away from that state, which leaves more of the barrier standing.

## Variation 1: a different incident distribution

*Suppose the bias adds the same excess occupation at every angle of incidence. What are $g(0)$ and $g(\pi)$ at $P=0.4$?*

The reflection sums are unchanged; only the share of filtered electrons differs. The weight is now $k_p\,dk_p$, so

$$r'=1-\frac{K_-^2}{K_+^2}=\frac{4P}{(1+P)^2}=\frac{1.6}{1.96}=0.816 .$$

Then $g(0)=r'/(8-4r')=0.172$ and $g(\pi)=r'/(4-4r')=1.11$, with ratio 6.4. The displaced sphere favours large $k_z$, where the open electrons are, and so gives less filtering. The power $P^{3/2}$ in the original function is therefore a consequence of the assumed drive, and $g(\pi)$ is sensitive to it.

## Variation 2: the stray field of the fixed layer

*The fixed layer is 6 nm thick, has the same $M_s$, and lies 5 nm from the free layer. How does its field change the onset currents?*

A uniformly magnetized disc acts as two charged faces. A face of radius $R$ gives an axial field $(\mu_0M_s/2)(1-z/\sqrt{z^2+R^2})$ at distance $z$, and the two faces have opposite signs. The middle of the free layer is at $z_1=6.5$ nm from the near face and $z_2=12.5$ nm from the far one. With $R=20$ nm,

$$B_s=\frac{\mu_0M_s}{2}\left[\frac{z_2}{\sqrt{z_2^2+R^2}}-\frac{z_1}{\sqrt{z_1^2+R^2}}\right]=83\ \text{mT},$$

parallel to the fixed magnetization. Using this axis value for the whole layer, $B_ku$ becomes $B_ku+B_s$. The onset field is $B_k+B_s$ for P and $B_k-B_s$ for AP, so the currents become $141.2\times383/300=180\ \mu$A and $29.3\times217/300=21\ \mu$A. The ratio rises from 4.81 to 8.5 with no change in $g$. The axis value overstates the effect somewhat, because the field weakens towards the edge. Its average over the volume of the free layer is about 68 mT, which gives 173 and 23 μA and a ratio of 7.7. A measured asymmetry therefore reflects the spin torque alone only if the stray field is compensated or corrected for.

The numerical output follows.

## Values computed for the example and the checks

```
Polarization P = 0.4
K_minor/K_major = 0.4286
(1+P)^3 = 2.7440; P^(3/2) = 0.25298
B = (1+P)^3/(4 P^(3/2)) = 2.71165
Filtered fraction r = 0.73756
1/g: parallel 6.8466, antiparallel 1.4233
g(0) = 0.1461; g(pi) = 0.7026
g(90 deg): formula 0.24184, scattering 0.24184
Onset asymmetry g(pi)/g(0) = 4.810
Its current factor (2-r)/(2-2r) = 2.405
Pillar diameter = 40 nm
Free layer thickness = 3 nm
Fixed layer thickness = 6 nm
Spacer thickness = 5 nm
Magnetization = 600 kA/m
Net anisotropy field = 0.30 T; damping = 0.02
Pillar area = 1256.6 nm^2
Free-layer moment = 2.2619e-18 A m^2
Current scale (e/hbar) alpha Ms V Bk = 20.619 uA
P to AP onset = 141.2 uA (I negative)
AP to P onset = 29.3 uA (I positive)
AP to P full reversal = 32.5 uA
P to AP density = 11.23 MA/cm^2
AP to P onset density = 2.34 MA/cm^2
AP to P full density = 2.59 MA/cm^2
Full-reversal asymmetry = 4.343
Full / onset current, AP to P = 1.1075
|cos theta| at the AP to P bottleneck = 0.7624
Final m_z from P at 0.9, 1.1 onset: 1.000, -1.000
Final m_z from AP at 0.9 onset: -1.000
Final m_z from AP at 1.05 onset: -0.9365
Predicted steady m_z at 1.05 onset: -0.9362
Final m_z from AP at 1.1 full current: 1.000
Barrier at 300 K = 81.9 kT
Wait 1 s, attempt time 1 ns
Thermal current/onset: P to AP 0.448, AP to P 0.739
Asymmetry with thermal activation = 2.92
On-axis stray field = 83.3 mT
Onset asymmetry with stray field = 8.51
Oersted edge field at P to AP onset = 1.41 mT
Mean free path: spacer 40 nm, magnets 10 nm
Unscattered fraction through stack = 0.359
Majority Fermi wavevector = 13.0 1/nm
Minority reflection, abrupt step = 0.1600
Minority reflection, 0.2 nm tanh step = 8.94e-04
Finite-spacer change of g at 90 deg = 0.50 %
Finite-spacer change of g at 170 deg = 2.34 %
Equal-occupation drive: g(0) = 0.1724, g(pi) = 1.1111
Equal-occupation asymmetry = 6.44
```
